**Retardation of van der Waals forces: the crossover length**

For two equal atoms with transition frequency ω₀ and response time τ = 1/ω₀, the near law −C₆/R⁶ and the far law −C₇/R⁷ meet at R* = 23c/(3πω₀) ≈ 2.44 cτ; for two flat bodies summed over pairs, the limiting laws meet at the gap D* = 0.4R*. The program asserts the delay kernel by symbolic differentiation of the dipole field, and the near law by the normal modes of two statically coupled oscillators. It also diagonalizes two oscillators together with explicit transverse field modes and asserts agreement with the retarded formula within 3 percent at ω₀R/c = 1 and 3. Further assertions cover the far limit, the bounds on the pair factor, the addition of response times for unlike atoms, and the flat-body result against the reflection formula for dilute bodies. For a transition energy of 15 eV the output gives R* = 32.1 nm and D* = 12.8 nm. The attraction of a silica-like particle to an oxide film is reduced by under 1 percent at a gap of 4 Å and by more than half at 200 Å. The last part of the output sizes the effects of the dense solid, lattice vibrations, temperature, curvature and water in the gap.

## Program and output

```python
"""Retardation of the van der Waals attraction.

Result under test: for two atoms with one transition energy w0 the laws
-C6/R^6 (near) and -C7/R^7 (far) meet at R* = 23 c/(3 pi w0); for two flat
bodies, summed over pairs, the near and far laws meet at D* = 0.4 R*.
Symbols: u = w0*distance/c, y = frequency/w0 on the imaginary axis,
pair_factor = energy / unretarded energy for two atoms,
body_factor = the same ratio for two flat bodies (hbar = 1 throughout).
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.optimize import brentq


def unit_rule(n):
    s, w = np.polynomial.legendre.leggauss(n)
    return (s + 1) / 2, w / 2


def half_line_rule(n):
    s, w = unit_rule(n)
    return s / (1 - s), w / (1 - s) ** 2


Y, WY = half_line_rule(400)
V, WV = half_line_rule(200)
T, WT = unit_rule(120)


def delay_kernel(x):
    return np.exp(-2 * x) * (3 + 6*x + 5*x**2 + 2*x**3 + x**4)


def pair_factor(u):
    u = np.atleast_1d(np.asarray(u, dtype=float))[:, None]
    scale = 1 / (1 + u)
    y = scale * Y
    integrand = delay_kernel(u * y) / (1 + y**2) ** 2
    return 4 / (3 * np.pi) * np.sum(scale * WY * integrand, axis=1)


def f_pair(u):
    return float(pair_factor(u)[0])


def body_factor(u):
    return float(12 * np.sum(WT * T * (1 - T)**2 * pair_factor(u / T)))


# --- Kernel from the field of an oscillating dipole, by differentiation
X1, X2, X3 = sp.symbols("x1 x2 x3", real=True)
k, R = sp.symbols("k R", positive=True)
r = sp.sqrt(X1**2 + X2**2 + X3**2)
wave = sp.exp(-k * r) / r
trace = 0
for i, a in enumerate((X1, X2, X3)):
    for j, b in enumerate((X1, X2, X3)):
        t_ij = sp.diff(wave, a, b) - (k**2 * wave if i == j else 0)
        trace += t_ij.subs({X1: 0, X2: 0, X3: R}) ** 2
kernel_sym = sp.exp(-2*k*R) * (3 + 6*k*R + 5*(k*R)**2
                               + 2*(k*R)**3 + (k*R)**4)
assert sp.simplify(trace * R**6 - 2 * kernel_sym) == 0

# --- Near law: normal modes of two statically coupled oscillators (R = 1)
pol = 1e-3
tensor = np.diag([-1.0, -1.0, 2.0])
stiffness = np.block([[np.eye(3), -pol * tensor],
                      [-pol * tensor, np.eye(3)]])
static_shift = 0.5 * np.sum(np.sqrt(np.linalg.eigvalsh(stiffness))) - 3
assert abs(static_shift / (-0.75 * pol**2) - 1) < 1e-4


# --- Full retarded energy: oscillators plus explicit transverse modes
def diagonalized_factor(w0, pol=3e-4, smear=0.05, dk=0.15):
    """Units c = R = 1. Even and odd dipole pairs see separate modes."""
    kk = dk * np.arange(1, int(5 / smear / dk) + 1)
    g2 = 4 / (3 * np.pi) * kk**2 * dk * np.exp(-(kk * smear)**2)
    cosine, wc = np.polynomial.legendre.leggauss(160)
    phase = np.cos(np.outer(kk, cosine))
    along = phase @ (wc * 0.75 * (1 - cosine**2))
    across = phase @ (wc * 0.375 * (1 + cosine**2))

    def zero_point(weight):
        m = np.diag(np.concatenate(
            ([w0**2 * (1 + pol * g2.sum())], kk**2)))
        strength = np.sqrt(np.maximum(g2 * weight, 0))
        m[0, 1:] = m[1:, 0] = -np.sqrt(pol) * w0 * kk * strength
        return 0.5 * np.sum(np.sqrt(np.linalg.eigvalsh(m)))

    alone = zero_point(np.ones_like(kk))
    energy = 0.0
    for overlap, count in ((along, 1), (across, 2)):
        energy += count * (zero_point(1 + overlap)
                           + zero_point(1 - overlap) - 2 * alone)
    return energy / (-0.75 * pol**2 * w0)


mode_results = []
for w0_test in (1.0, 3.0):
    by_modes = diagonalized_factor(w0_test)
    mode_results.append((w0_test, by_modes, f_pair(w0_test)))
    # 3 percent: smeared dipoles and finite coupling shift the modes
    assert abs(by_modes / f_pair(w0_test) - 1) < 0.03

# --- Limits, bounds and onset of the pair factor
u_star = 23 / (3 * np.pi)
assert abs(f_pair(1000.0) * 1000 / u_star - 1) < 1e-3
grid = np.logspace(-1.5, 2.5, 60)
values = pair_factor(grid)
assert np.all(np.diff(values) < 0) and np.all(np.diff(grid * values) > 0)
assert np.all(values < np.minimum(1, u_star / grid))
for small in (0.02, 0.05, 0.1):
    rest = f_pair(small) - 1 + small**2 / 3
    assert 0 < rest < 0.5 * small**3
# far away the energy no longer depends on w0, nearby it is linear in w0
assert abs(2 * f_pair(200.0) / f_pair(100.0) - 1) < 0.01
assert abs(2 * f_pair(0.02) / f_pair(0.01) - 2) < 0.01


# --- Unlike atoms: response times add (c = 1, unit polarizabilities)
def unlike_energy_r6(dist, wa, wb):
    w = Y / (1 + dist)
    alphas = wa**2 / (wa**2 + w**2) * wb**2 / (wb**2 + w**2)
    return np.sum(WY / (1 + dist) * alphas
                  * delay_kernel(w * dist)) / np.pi


crossing = (unlike_energy_r6(500.0, 1.0, 3.0) * 500.0
            / unlike_energy_r6(0.005, 1.0, 3.0))
assert abs(crossing / (23 / (6 * np.pi) * (1 + 1 / 3)) - 1) < 1e-3


# --- Two flat bodies from reflection coefficients (no pair summation)
def reflection_strength(u, eps_body, eps_gap=lambda y: 1 + 0 * y):
    """-12 pi D^2 (energy per area) / w0 at gap D, u = w0 D/c."""
    y = (Y / (1 + u))[:, None]
    wy = (WY / (1 + u))[:, None]
    e1, e3 = eps_body(y), eps_gap(y)
    v = np.sqrt(e3) * u * y + V[None, :]
    extra = (e1 - e3) * (u * y)**2
    v1 = np.sqrt(v**2 + extra)
    r_te = -extra / (v + v1)**2
    r_tm = (e1 * v - e3 * v1) / (e1 * v + e3 * v1)
    damp = np.exp(-2 * v)
    logs = np.log1p(-r_te**2 * damp) + np.log1p(-r_tm**2 * damp)
    return float(-3 / np.pi * np.sum(wy * WV[None, :] * v * logs))


def solid(strength):
    """Permittivity with local fields; strength = 4 pi density alpha0."""
    def eps(y):
        s = strength / (1 + y**2)
        return (1 + 2 * s / 3) / (1 - s / 3)
    return eps


thin = 1e-4
for u_test in (0.1, 1.0, 5.0, 50.0):
    dilute = reflection_strength(u_test, solid(thin)) / (3/64 * thin**2)
    assert abs(dilute / body_factor(u_test) - 1) < 2e-3
u_body = 46 / (15 * np.pi)
far_dilute = (1000 * reflection_strength(1000.0, solid(thin))
              / reflection_strength(0.0, solid(thin)))
assert abs(far_dilute / u_body - 1) < 2e-3

# --- Worked example: silica-like particle and oxide, rough inputs
w0 = 15.0            # eV
strength = 0.8       # 4 pi * density * static polarizability
radius = 5000.0      # angstrom
temperature = 300.0  # K
hbar_c = const.hbar * const.c / const.e * 1e10      # eV angstrom
kT = const.k * temperature / const.e                # eV
reduced = hbar_c / w0                               # angstrom
R_star, D_star = u_star * reduced, u_body * reduced
tau = const.hbar / (w0 * const.e) * 1e18            # attosecond


def trip(d):
    return 2 * d * 1e-10 / const.c * 1e18


u_half_pair = brentq(lambda u: f_pair(u) - 0.5, 0.1, 50)
u_half_body = brentq(lambda u: body_factor(u) - 0.5, 0.05, 50)
h = 1e-3
slope = 6 - (np.log(f_pair(u_star * np.exp(h)))
             - np.log(f_pair(u_star * np.exp(-h)))) / (2 * h)
hamaker = 3 / 64 * strength**2 * w0

print(f"c in atomic units: {1/const.fine_structure:.3f}")
print(f"hbar*c: {hbar_c:.2f} eV angstrom")
for w_t, modes, formula in mode_results:
    print(f"u={w_t:.0f}: f from modes {modes:.4f}, formula {formula:.4f}")
print(f"R*/(c tau): {u_star:.4f}; D*/(c tau): {u_body:.4f}")
print(f"Input transition energy: {w0:.1f} eV")
print(f"Input 4 pi density alpha0: {strength:.2f}")
print(f"Input particle radius: {radius:.0f} angstrom")
print(f"Response time tau: {tau:.2f} as")
print(f"c*tau: {reduced:.1f} angstrom")
print(f"Equal-times distance c*tau/2: {reduced/2:.1f} angstrom")
print(f"Pair factor f at equal times: {f_pair(0.5):.4f}")
print(f"Pair crossover R*: {R_star:.1f} angstrom = {R_star/10:.1f} nm")
print(f"Round trip at R*: {trip(R_star):.1f} as")
print(f"Round-trip phase at R*: {2*u_star:.3f} rad")
print(f"f at R*: {f_pair(u_star):.4f}; local power: {slope:.3f}")
print(f"Pair half-loss distance: {u_half_pair*reduced:.1f} angstrom")
print(f"Body crossover D*: {D_star:.1f} angstrom = {D_star/10:.1f} nm")
print(f"Round trip at D*: {trip(D_star):.1f} as")
print(f"Body factor G at D*: {body_factor(u_body):.4f}")
print(f"Body half-loss gap: {u_half_body*reduced:.1f} angstrom")
print(f"Pair-sum Hamaker constant A: {hamaker:.4f} eV")
print("Gap (angstrom), G, force without and with delay (eV/angstrom):")
for gap in (4.0, 50.0, 200.0, 1000.0):
    bare = radius * hamaker / (6 * gap**2)
    G = body_factor(gap / reduced)
    print(f"  {gap:6.0f}  {G:.4f}  {bare:.3e}  {bare*G:.3e}")

# --- Size of what the model leaves out
dense = solid(strength)
near_dense = reflection_strength(0.0, dense)
at_dense = reflection_strength(u_body, dense)
far_dense = 1000 * reflection_strength(1000.0, dense) / near_dense
print(f"Dense solid: optical permittivity {float(dense(0.0)):.3f}")
print(f"Dense solid: A {w0*near_dense:.4f} eV")
print(f"Dense solid: G at same gap D* {at_dense/near_dense:.4f}")
print(f"Dense solid: crossover gap {far_dense*reduced:.1f} angstrom")

ir_energy, ir_strength = 0.12, 1.8


def with_lattice(y):
    return dense(y) + ir_strength / (1 + (y * w0 / ir_energy)**2)


lattice = reflection_strength(u_body, with_lattice) / at_dense - 1
print(f"Lattice input: {ir_energy:.2f} eV, strength {ir_strength:.1f}")
print(f"Lattice vibrations, change at D*: {100*lattice:.2f} percent")


def thermal_body_factor(u):
    step = 2 * np.pi * kT / w0
    y = step * np.arange(6000)
    kernel = 12 * delay_kernel(u * y[:, None] / T) @ (WT*T*(1 - T)**2)
    terms = step * kernel / (1 + y**2)**2
    terms[0] /= 2
    return 4 / (3 * np.pi) * np.sum(terms)


thermal_length = hbar_c / (2 * np.pi * kT)
u_hot = 3 * thermal_length / reduced
warm = thermal_body_factor(u_body) / body_factor(u_body) - 1
hot = thermal_body_factor(u_hot) / body_factor(u_hot) - 1
assert abs(warm) < 0.01 and hot > 0.1
print(f"Temperature: {temperature:.0f} K; kT: {kT:.5f} eV")
print(f"Thermal length c/(2 pi kT): {thermal_length:.0f} angstrom")
print(f"Thermal change at D*: {100*warm:.1e} percent")
print(f"Thermal change at 3 thermal lengths: {100*hot:.1f} percent")


def sphere_over_flat_ratio(gap, factor):
    """Pair-summed sphere force / near-contact formula."""
    def w_of(z):
        return factor(z / reduced) / z**2
    top = gap + 2 * radius
    s, ws = unit_rule(60)
    span = np.log(top / gap)
    z = gap * np.exp(s * span)
    integral = np.sum(ws * span * z * np.array([w_of(q) for q in z]))
    return ((w_of(gap) + w_of(top)) - integral / radius) / w_of(gap)


closed = (1 + D_star / (2 * radius))**-2
assert abs(sphere_over_flat_ratio(D_star, lambda u: 1.0) - closed) < 1e-6
curved = sphere_over_flat_ratio(D_star, body_factor) - 1
print(f"Curvature, change of force at D*: {100*curved:.2f} percent")

water_energy, water_strength = 12.5, 0.78


def water(y):
    return 1 + water_strength / (1 + (y * w0 / water_energy)**2)


near_wet = reflection_strength(0.0, dense, water)
far_wet = 1000 * reflection_strength(1000.0, dense, water) / near_wet
eps_water_static = 80.0
eps_solid_static = float(with_lattice(0.0))
contrast = ((eps_solid_static - eps_water_static)
            / (eps_solid_static + eps_water_static))**2
orders = np.arange(1, 200)
zero_term = 0.75 * kT * np.sum(contrast**orders / orders**3)
print(f"Water input: {water_energy:.1f} eV, strength {water_strength:.2f}")
print(f"Water in gap: electronic A {w0*near_wet:.4f} eV")
print(f"Water in gap: crossover gap {far_wet*reduced:.1f} angstrom")
print(f"Static permittivities: solid {eps_solid_static:.2f}, "
      f"water {eps_water_static:.0f}")
print(f"Water in gap: zero-frequency A {zero_term:.4f} eV")
print("all tests passed")
```

Output:

```
c in atomic units: 137.036
hbar*c: 1973.27 eV angstrom
u=1: f from modes 0.8696, formula 0.8684
u=3: f from modes 0.5815, formula 0.5797
R*/(c tau): 2.4404; D*/(c tau): 0.9762
Input transition energy: 15.0 eV
Input 4 pi density alpha0: 0.80
Input particle radius: 5000 angstrom
Response time tau: 43.88 as
c*tau: 131.6 angstrom
Equal-times distance c*tau/2: 65.8 angstrom
Pair factor f at equal times: 0.9517
Pair crossover R*: 321.0 angstrom = 32.1 nm
Round trip at R*: 214.2 as
Round-trip phase at R*: 4.881 rad
f at R*: 0.6460; local power: 6.485
Pair half-loss distance: 503.0 angstrom
Body crossover D*: 128.4 angstrom = 12.8 nm
Round trip at D*: 85.7 as
Body factor G at D*: 0.5936
Body half-loss gap: 178.0 angstrom
Pair-sum Hamaker constant A: 0.4500 eV
Gap (angstrom), G, force without and with delay (eV/angstrom):
       4  0.9935  2.344e+01  2.328e+01
      50  0.8186  1.500e-01  1.228e-01
     200  0.4665  9.375e-03  4.373e-03
    1000  0.1252  3.750e-04  4.694e-05
Dense solid: optical permittivity 2.091
Dense solid: A 0.3767 eV
Dense solid: G at same gap D* 0.5657
Dense solid: crossover gap 118.6 angstrom
Lattice input: 0.12 eV, strength 1.8
Lattice vibrations, change at D*: 5.36 percent
Temperature: 300 K; kT: 0.02585 eV
Thermal length c/(2 pi kT): 12148 angstrom
Thermal change at D*: 3.1e-05 percent
Thermal change at 3 thermal lengths: 99.4 percent
Curvature, change of force at D*: -1.57 percent
Water input: 12.5 eV, strength 0.78
Water in gap: electronic A 0.0238 eV
Water in gap: crossover gap 72.9 angstrom
Static permittivities: solid 3.89, water 80
Water in gap: zero-frequency A 0.0183 eV
all tests passed
```
